# Partial-wave convergence of the singlet correlation energy in D dimensions

Put two electrons in a two-dimensional harmonic trap of frequency \(\omega=1\) (atomic units) and do a configuration-interaction (CI) calculation with one-electron angular momenta up to \(|m|=16\). The last step lowers the energy by \(1.16\times10^{-5}\) hartree, which looks like convergence to about that level. The true remaining error is \(8.58\times10^{-5}\) hartree, seven times larger. Summing the missing steps with the three-dimensional law, increments \(\propto l^{-4}\), gives

\[
1.16\times10^{-5}\sum_{m>16}\Big(\frac{16}{m}\Big)^4\approx1.16\times10^{-5}\,\frac{16^4}{3\,(16.5)^3}\approx5.6\times10^{-5},
\]

so a third of the error is still missed. The power depends on the dimension \(D\), and for a singlet pair whose wavefunction does not vanish when the electrons meet it is \(D+1\).

## The estimate

Hartree atomic units are used, and the repulsion is \(1/r_{12}\) in every dimension \(D\ge2\). Angular momentum \(l\) at distance \(R\) from the centre resolves lengths down to \(s\sim R/l\). A basis that stops at \(l\) therefore misses the correlation cusp at separations below \(s\).

The cusp is linear in \(r_{12}\), so the missing relative amplitude is of order \(s\). The repulsion there is of order \(1/s\), and the product is of order one. The probability that the electrons are this close is of order \(s^D|\psi(R,R)|^2\), where \(\psi(R,R)\) is the wavefunction with both electrons at the same point. The total missing energy thus scales as \(s^D\propto l^{-D}\), and the contribution of one \(l\), its difference, as \(l^{-(D+1)}\).

## Channels

Take a central trap, \(H_0=\sum_i[-\tfrac12\nabla_i^2+v(r_i)]\), and a singlet state of zero total angular momentum (for \(D=2\) also even under reflection, as the ground state is, so that no \(\sin m\theta\) terms appear). Its spatial function depends on \(r_1\), \(r_2\) and the angle \(\theta\) between the position vectors. Expand it in Gegenbauer polynomials of \(\cos\theta\) (for \(D=2\), in \(\cos m\theta\)). By the addition theorem, term \(l\) consists of products in which both electrons have angular momentum \(l\). Let \(P_l\) project on this channel.

The noninteracting ground state \(\psi_0\) has both electrons in one s orbital. Since \(H_0\) conserves \(l\), the second-order energy is a sum over channels. For \(l\ge1\),

\[
E_l^{(2)}=-\langle\psi_0|\tfrac1{r_{12}}P_l\,(H_0-E_0)^{-1}P_l\,\tfrac1{r_{12}}|\psi_0\rangle .
\]

## The pair response at short range

Let \(\mathbf R=(\mathbf r_1+\mathbf r_2)/2\) and \(\mathbf r=\mathbf r_1-\mathbf r_2\). Then \(\nabla_{1,2}=\tfrac12\nabla_R\pm\nabla_r\), the cross terms cancel, and

\[
-\tfrac12(\nabla_1^2+\nabla_2^2)=-\nabla_r^2-\tfrac14\nabla_R^2 .
\]

High \(l\) means a large relative wavevector \(q\). There \(q^2\) outweighs the centre-of-mass term, the trap and \(E_0\), and \(\psi_0\) may be replaced by \(\psi_0(R,R)\).

The transform of the repulsion follows from \(1/r=\pi^{-1/2}\int_0^\infty ds\,s^{-1/2}e^{-sr^2}\). Transforming the Gaussian and substituting \(u=q^2/4s\) gives

\[
V(q)=\pi^{\frac{D-1}2}\int_0^\infty ds\,s^{-\frac{D+1}2}e^{-q^2/4s}=\frac{c_D}{q^{D-1}},\qquad c_D=(4\pi)^{\frac{D-1}2}\,\Gamma\!\big(\tfrac{D-1}2\big).
\]

The first-order function obeys \(q^2\psi_1(q)=-V(q)\psi_0(R,R)\), so

\[
\psi_1(q)=-\frac{c_D}{q^{D+1}}\,\psi_0(R,R).
\]

In real space this is the cusp: because \(\nabla^2r=(D-1)/r\), the equation \(-\nabla_r^2\psi_1=-\psi_0/r\) is solved by \(\psi_1=\psi_0\,r/(D-1)\).

The change to \(\mathbf R,\mathbf r\) has unit Jacobian. The short-range part of \(\langle\psi_0|1/r_{12}|\psi_1\rangle\) is therefore

\[
-\int d^DR\,|\psi_0(R,R)|^2\int\frac{d^Dq}{(2\pi)^D}\,\frac{c_D^2}{q^{2D}} .
\]

The divergence at small \(q\) is harmless, because only large \(q\) is used.

## Selecting one angular momentum

At distance \(R\) from the centre, split \(\mathbf q\) into a radial component \(p\) and a tangential part of length \(k\) in \(D-1\) dimensions. The angular Laplacian has eigenvalue

\[
l(l+D-2)=\lambda^2-\Big(\frac{D-2}2\Big)^2,\qquad \lambda=l+\frac{D-2}2,
\]

so \(k=\lambda/R\) up to relative order \(\lambda^{-2}\), and one channel occupies \(dk=1/R\).

Let \(|S^n|\) be the area of the unit \(n\)-sphere, with \(|S^0|=2\). The tangential measure is \(|S^{D-2}|k^{D-2}dk\). With \(p=k\tan u\), the radial integral is

\[
\int_{-\infty}^{\infty}\frac{dp}{(p^2+k^2)^D}=k^{1-2D}\int_{-\pi/2}^{\pi/2}\cos^{2D-2}u\,du=k^{1-2D}\,\frac{\sqrt\pi\,\Gamma(D-\frac12)}{\Gamma(D)} .
\]

The powers combine to

\[
k^{D-2}\,k^{1-2D}\,dk=k^{-(D+1)}dk=\frac{R^{D+1}}{\lambda^{D+1}}\,\frac1R=\frac{R^D}{\lambda^{D+1}} .
\]

Hence, at leading order for large \(l\),

\[
\boxed{E_l^{(2)}\to-\frac{C}{\lambda^{D+1}},\qquad C=A_D\int d^DR\,R^D\,|\psi_0(R,R)|^2}
\]

\[
A_D=\frac{c_D^2\,|S^{D-2}|}{(2\pi)^D}\,\frac{\sqrt\pi\,\Gamma(D-\frac12)}{\Gamma(D)} .
\]

For \(D=3\), \(c_3=4\pi\) and \(|S^1|=2\pi\), so \(A_3=4\cdot\tfrac{3\pi}8=\tfrac{3\pi}2\), with \(\lambda=l+\tfrac12\) and the power 4. For \(D=2\), \(c_2=2\pi\) and \(|S^0|=2\), so \(A_2=2\cdot\tfrac\pi2=\pi\), with \(\lambda=m\) and the power 3. The two tangential directions \(k=\pm m/R\) are the orbitals \(\pm m\), which enter together.

## From second order to full CI

Let \(E_L\) and \(\Psi_L\) be the lowest energy and state with \(l\le L\) and a complete radial basis. Let \(\phi\) be the part of \(\Psi_L\) with \(l<L\). Eliminating channel \(L\) from the Schrödinger equation and projecting on \(\Psi_{L-1}\) gives

\[
(E_L-E_{L-1})\langle\Psi_{L-1}|\phi\rangle=-\langle\Psi_{L-1}|\tfrac1{r_{12}}P_L\,(P_LHP_L-E_L)^{-1}P_L\,\tfrac1{r_{12}}|\phi\rangle .
\]

As \(L\) grows, \(\phi\) and \(\Psi_{L-1}\) both tend to the exact state \(\psi\). The expression then has the second-order form with \(\psi_0(R,R)\) replaced by \(\psi(R,R)\).

The leading correction is of relative order \(1/L\) by power counting: the truncated function differs from \(\psi(R,R)\) near coalescence by the unresolved cusp, of relative size \(R/L\). This argument fixes the order of the correction, not its coefficient. The repulsion inside the new channel matters less. A single angular function of order \(L\) spreads over all angles \(\theta\), and averaging \(1/(R\theta)\) down to \(\theta\sim1/L\) gives a repulsion of order \(\ln L/R\). Against a kinetic energy of order \(L^2/R^2\), its relative effect is only of order \(R\ln L/L^2\).

Summing the leading law over all \(l>L\), with the sum replaced by an integral from the midpoint \(l=L+\tfrac12\), gives the truncation error

\[
E_L-E\approx\frac{C}{D\,\big(L+\frac{D-1}2\big)^D},\qquad L\approx\Big(\frac{C}{D\varepsilon}\Big)^{1/D}\ \text{for error }\varepsilon .
\]

## Second order in two to five dimensions

For a harmonic trap with \(\omega=1\), \(|\psi_0(R,R)|^2=\pi^{-D}e^{-2R^2}\). The channel energies can be summed explicitly in hyperspherical harmonics, without the short-range approximation. Scaled by \(\lambda^{D+1}\) and extrapolated from \(l=12\) and 24 with a \(\lambda^{-2}\) correction, they give, in hartree:

| \(D\) | predicted \(C\) | extrapolated |
|---|---|---|
| 2 | 0.2500 | 0.2499 |
| 3 | 0.2387 | 0.2387 |
| 4 | 0.4688 | 0.4687 |
| 5 | 1.3926 | 1.3923 |

The differences are below 0.03% of \(C\). The powers read directly from the two channels are 2.994, 3.992, 4.995 and 6.004.

## Full CI in the two-dimensional trap

For \(D=2\) and \(\omega=1\) the Hamiltonian separates:

\[
H=\big[-\tfrac14\nabla_R^2+R^2\big]+\big[-\nabla_r^2+\tfrac14r^2+\tfrac1r\big].
\]

The first bracket has the ground state \(e^{-R^2}\) with energy 1. For the second, try \(f=(1+r)e^{-r^2/4}\). Differentiation gives

\[
f''+\frac{f'}r=\Big[-(1+r)-r+\frac1r+\frac{r^2}4(1+r)\Big]e^{-r^2/4}.
\]

Subtracting this from \((\tfrac14r^2+\tfrac1r)f\) leaves \([(1+r)+r+1]e^{-r^2/4}=2f\). The function has no nodes, so it is the ground state, and the total energy is 3 hartree. Its slope at \(r=0\) is the cusp value \(1/(D-1)=1\).

The squared norm of \((1+r)e^{-R^2-r^2/4}\) is

\[
\frac\pi2\cdot2\pi\int_0^\infty r(1+2r+r^2)e^{-r^2/2}dr=\pi^2\big(1+\sqrt{2\pi}+2\big)=\pi^2\big(3+\sqrt{2\pi}\big).
\]

With \(\int d^2R\,R^2e^{-2R^2}=2\pi\cdot\tfrac18=\tfrac\pi4\),

\[
C=\pi\cdot\frac{\pi/4}{\pi^2(3+\sqrt{2\pi})}=\frac1{4(3+\sqrt{2\pi})}=0.0454\ \text{hartree}.
\]

For the noninteracting function the squared norm is \(\pi^2\), and \(C=\tfrac14\) hartree. Repulsion lowers the coalescence density to 0.182 of its noninteracting value, and \(C\) falls in the same ratio. Second order thus has the right power here, but a coefficient 5.5 times too large.

Full CI with \(|m|\le M\) gives, in hartree:

| \(M\) | energy | last increment | \(M^3\times\) its size |
|---|---|---|---|
| 1 | 3.01179 | \(-1.21\times10^{-1}\) | 0.1209 |
| 4 | 3.00122 | \(-8.27\times10^{-4}\) | 0.0529 |
| 8 | 3.00033 | \(-9.63\times10^{-5}\) | 0.0493 |
| 16 | 3.00009 | \(-1.16\times10^{-5}\) | 0.0474 |

The last column falls slowly towards the prediction. A fit \(c_0+c_1/m+c_2/m^2\) through \(m=8,12,16\) gives \(c_0\) within 0.2% of \(C\) and \(c_1/c_0\) between 0.72 and 0.75, depending on how far the basis within each channel is converged. Such a fit omits the \(\ln m/m^2\) term and places \(c_1\) too low; the large-\(m\) value of \(c_1/C\) is about 0.79. The same fit to the second-order increments gives \(c_1/c_0=-0.007\), consistent with no \(1/m\) term. The slow approach in full CI therefore comes from beyond second order, as the partitioning argument suggests.

The power shows the same drift. Comparing channels \(m\) and \(2m\) gives 3.10, 3.07 and 3.06 for \(m=4,6,8\), and the extrapolated value is 3.01. In this trap, where \(c_1>0\), a power fitted to the full-CI increments at moderate \(m\) is thus slightly too large. The first increment, 2.7 times the asymptotic prediction, lies outside the regime of the law.

At \(M=16\) the tail formula gives \(0.0454/(2\times16.5^2)=8.34\times10^{-5}\) hartree, 3% below the true error. Summing the fitted series instead gives an energy within about \(10^{-7}\) hartree of 3. The leading formula asks for \(M\approx15\) for an error of \(10^{-4}\) hartree and \(M\approx151\) for \(10^{-6}\): each factor of 100 in accuracy costs a factor of 10 in angular momentum.

## Where the power changes

Opposite spins alone do not guarantee the power \(D+1\). An opposite-spin pair in two different orbitals has a singlet and a triplet part, and the triplet part vanishes at coalescence as \(\mathbf r\cdot\mathbf G(\mathbf R)\). Its source \(\mathbf r\cdot\mathbf G/r\) transforms as \(q^{-D}\) instead of \(q^{-(D-1)}\). The energy contains the source squared, so the triplet increments fall as \(\lambda^{-(D+3)}\). For the lowest reflection-even triplet S state of the two-dimensional trap, of type \(\mathbf R\cdot\mathbf r\), the channels \(m=6\) and 12 give a power of 4.92, near the expected 5; its degenerate reflection-odd partner, of type \(\mathbf R\times\mathbf r\), approaches 5 from above. The singlet part thus controls the tail whenever it is nonzero at coalescence. A singlet can also vanish there, for example \((r_1^2-r_2^2)\,(\mathbf r_1\times\mathbf r_2)\) times a symmetric envelope in two dimensions; then \(C=0\) and its increments fall faster than \(\lambda^{-(D+1)}\).

The law also needs a radial basis that is converged in each channel; otherwise the radial error mixes with the increments. It needs a repulsion that stays \(1/r\) at short range as well. If the repulsion is smoothed below a length \(a\), \(V(q)\) falls faster once \(q\gtrsim1/a\), and the power law ends near \(l\sim R/a\). The remaining values are in the numerical output.

## Computed results

```
Trap frequency omega = 1 hartree; energies in hartree
Second order: S(l) = lam^(D+1) * |increment|, lam = l+(D-2)/2
D=2: A_D=3.14159, predicted C=0.250000
   S(12)=0.248499, S(24)=0.249579, limit=0.249939, power=2.9937
D=3: A_D=4.71239, predicted C=0.238732
   S(12)=0.236876, S(24)=0.238239, limit=0.238718, power=3.9915
D=4: A_D=12.33701, predicted C=0.468750
   S(12)=0.466514, S(24)=0.468108, limit=0.468699, power=4.9948
D=5: A_D=43.17952, predicted C=1.392606
   S(12)=1.397483, S(24)=1.393763, limit=1.392314, power=6.0042
Full CI, singlet ground state, D=2
exact energy = 3.000000 hartree
C from exact wavefunction = 0.045400 hartree
C from noninteracting wavefunction = 0.250000 hartree
coalescence density ratio exact/noninteracting = 0.18160
E with m=0 only = 3.1326849 hartree
m= 1: E=3.0117940, increment=-1.2089e-01, m^3*|increment|=0.12089 hartree
m= 2: E=3.0040975, increment=-7.6965e-03, m^3*|increment|=0.06157 hartree
m= 4: E=3.0012174, increment=-8.2662e-04, m^3*|increment|=0.05290 hartree
m= 8: E=3.0003304, increment=-9.6291e-05, m^3*|increment|=0.04930 hartree
m=12: E=3.0001507, increment=-2.7818e-05, m^3*|increment|=0.04807 hartree
m=16: E=3.0000859, increment=-1.1578e-05, m^3*|increment|=0.04743 hartree
largest relative change of increments, smaller basis = 8.1e-04
fitted C (m=8,12,16) = 0.04539 hartree
relative 1/m coefficient: full CI = 0.748, second order = -0.0065
power from m=4,8: 3.1017; m=6,12: 3.0712; m=8,16: 3.0560; limit: 3.0103
error of E at M=16 = 8.5852e-05 hartree
leading tail estimate C/(2*(M+1/2)^2) = 8.3379e-05 hartree
extrapolated energy = 3.0000001 hartree
leading estimate of M for error 1e-04 hartree = 15.1
leading estimate of M for error 1e-06 hartree = 150.7
lowest triplet S state, E at M=12 = 4.596499 hartree
triplet increments: m=6 -4.744e-06, m=12 -1.569e-07 hartree, power=4.918
```
